# Square-root stretched exponential retention as a Lévy superposition of decay rates: a program that tests the result

```python
"""
Result under test: exp(-sqrt(t/tau)) = integral_0^inf P(k) exp(-k t) dk with
    P(k) = exp(-1/(4 k tau)) / (sqrt(4 pi tau) k^(3/2))     (Levy density).
t: time, tau: decay time of the stretched exponential, k: emission rate of one
trap, S: fraction of charge still trapped. Thermal emission from depth E obeys
k = nu exp(-E/(kB T)), nu being the attempt rate; g(E) is the density of depths.
A second temperature T2 acts on the same, unchanged g(E).
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfc, erfcinv, gamma

tau = 1.0e10          # s, at temperature T
nu = 1.0e12           # 1/s
T, T2 = 400.0, 300.0  # K
kB = constants.k / constants.e   # eV/K
kT, kT2 = kB * T, kB * T2


def rate_density(k, tau_value):
    return np.exp(-1 / (4 * k * tau_value)) / (
        np.sqrt(4 * np.pi * tau_value) * k**1.5)


# Rate averages by quadrature on a logarithmic rate grid
log_grid = np.linspace(-7.0, 80.0, 87001)
k_grid = np.exp(log_grid) / tau
weight = k_grid * rate_density(k_grid, tau)


def rate_average(values):
    return trapezoid(weight * values, log_grid)


# Differential equations of the decay and of the rate density
ts, ks, taus = sp.symbols("t k tau", positive=True)
decay = sp.exp(-sp.sqrt(ts / taus))
ode_decay = 4*taus*ts*sp.diff(decay, ts, 2) + 2*taus*sp.diff(decay, ts) - decay
assert sp.simplify(ode_decay / decay) == 0
dens = ks**sp.Rational(-3, 2) * sp.exp(-1 / (4 * ks * taus))
ode_dens = 4*taus*ks**2*sp.diff(dens, ks) + (6*taus*ks - 1)*dens
assert sp.simplify(ode_dens / dens) == 0

# Density from numerical Laplace inversion of the decay, with tau = 2.5
inversion_error = 0.0
for k in (0.05, 0.2, 1.0, 6.0):
    inverse = float(mp.invertlaplace(
        lambda p: mp.exp(-mp.sqrt(p / mp.mpf("2.5"))), k, method="talbot"))
    inversion_error = max(inversion_error,
                          abs(inverse / rate_density(k, 2.5) - 1))
assert inversion_error < 1e-8

# Normalization and superposition
norm = rate_average(1.0)
assert abs(norm - 1) < 1e-9
superposition = []
for ratio in (0.01, 0.1, 1.0, 10.0, 100.0):
    summed = rate_average(np.exp(-k_grid * ratio * tau))
    closed = math.exp(-math.sqrt(ratio))
    assert abs(summed / closed - 1) < 1e-8
    superposition.append((ratio, summed, closed))

# Gaussian integral with the argument u - a/u
for a in (0.3, 1.7):
    value = quad(lambda u: math.exp(-(u - a / u)**2), 0, np.inf)[0]
    assert abs(value - math.sqrt(math.pi) / 2) < 1e-7

# Cumulative distribution, and initial mean rate with a rate cutoff
for cutoff in (0.3, 2.0, 100.0):           # cutoff rate times tau
    top = math.log(cutoff)
    below = quad(lambda x: math.exp(x) * rate_density(math.exp(x), 1.0),
                 -7, top, epsabs=1e-12)[0]
    assert abs(below - erfc(0.5 / math.sqrt(cutoff))) < 1e-9
    first = quad(lambda x: math.exp(2*x) * rate_density(math.exp(x), 1.0),
                 -7, top, epsabs=1e-12)[0]
    formula = (math.sqrt(cutoff / math.pi) * math.exp(-0.25 / cutoff)
               - erfc(0.5 / math.sqrt(cutoff)) / 2)
    assert abs(first - formula) < 1e-8

# Error bound for a cutoff at 100/tau
for ratio in (0.0, 0.01, 0.1):
    kept = quad(lambda x: math.exp(x - ratio * math.exp(x))
                * rate_density(math.exp(x), 1.0),
                -7, math.log(100.0), epsabs=1e-12)[0]
    missing = math.exp(-math.sqrt(ratio)) - kept
    bound = math.exp(-100 * ratio) * erf(0.05)
    assert 0 < missing < bound + 1e-9      # allowance for quadrature error

# Lifetime moments and mean rate of the surviving charge
for n in (1, 2, 3):
    moment = rate_average((k_grid * tau)**(-n))
    assert abs(moment * math.factorial(n) / math.factorial(2*n) - 1) < 1e-8
mean_lifetime = rate_average(1 / k_grid)
for ratio in (0.1, 1.0, 30.0):
    factor = np.exp(-k_grid * ratio * tau)
    mean_rate = rate_average(k_grid * factor) / rate_average(factor)
    assert abs(mean_rate * 2 * tau * math.sqrt(ratio) - 1) < 1e-8


# Trap depths
def depth_density(E):
    kappa = nu * tau * np.exp(-E / kT)
    return np.exp(-1 / (4 * kappa)) / (2 * kT * np.sqrt(np.pi * kappa))


E_grid = np.linspace(0.0, 3.0, 60001)
g_grid = depth_density(E_grid)
E_peak = minimize_scalar(lambda E: -depth_density(E), bounds=(1.5, 2.0),
                         method="bounded", options={"xatol": 1e-10}).x
assert abs(E_peak - kT * math.log(2 * nu * tau)) < 1e-6
half = depth_density(E_peak) / 2
E_low = brentq(lambda E: depth_density(E) - half, E_peak - 10*kT, E_peak)
E_high = brentq(lambda E: depth_density(E) - half, E_peak, E_peak + 4*kT)
for E in (1.6, 1.75, 1.85):
    shallower = quad(depth_density, 0, E, epsabs=1e-12, limit=200)[0]
    kappa = nu * tau * math.exp(-E / kT)
    assert abs(shallower - erf(0.5 / math.sqrt(kappa))) < 1e-8
E_test = E_peak - 15 * kT
tail_slope = math.log(depth_density(E_test + 0.001)
                      / depth_density(E_test - 0.001)) / 0.002
assert abs(tail_slope * 2 * kT - 1) < 1e-4


# Retention from the trap depths E >= 0 at any temperature
def lost(t, thermal):
    k = nu * np.exp(-E_grid / thermal)
    return trapezoid(-g_grid * np.expm1(-k * t), E_grid)


def retained(t, thermal):
    k = nu * np.exp(-E_grid / thermal)
    return trapezoid(g_grid * np.exp(-k * t), E_grid)


ten_years = 10 * constants.Julian_year
S_hot = retained(ten_years, kT)
S_hot_closed = math.exp(-math.sqrt(ten_years / tau))
assert abs(S_hot - S_hot_closed) < 1e-8

r = T / T2
tau2 = (nu * tau)**r / nu
loss_cold = lost(ten_years, kT2)
loss_cold_law = (gamma(1 - 1/(2*r)) / math.sqrt(math.pi)
                 * (ten_years / tau2)**(1/(2*r)))
assert abs(loss_cold / loss_cold_law - 1) < 1e-4

C = (1 + 1/r) * (r * 4**(-r))**(1/(1 + r))
late_ratio = []
for s in (1e3, 1e6):
    law = math.sqrt(2/(1 + r)) * math.exp(-C * s**(1/(1 + r)))
    late_ratio.append(retained(s * tau2, kT2) / law)
assert abs(late_ratio[1] - 1) < 5e-3
assert abs(late_ratio[1] - 1) < abs(late_ratio[0] - 1)

step = 1.02
early_exponent = (math.log(math.log1p(-lost(ten_years * step, kT2))
                           / math.log1p(-lost(ten_years / step, kT2)))
                  / (2 * math.log(step)))
t_late = 1e6 * tau2
late_exponent = (math.log(math.log(retained(t_late * step, kT2))
                          / math.log(retained(t_late / step, kT2)))
                 / (2 * math.log(step)))
assert abs(early_exponent - 1/(2*r)) < 1e-3
assert abs(late_exponent - 1/(1 + r)) < 1e-3

# Output
print(f"tau at first temperature: {tau:.3e} s")
print(f"attempt rate nu: {nu:.3e} 1/s")
print(f"first and second temperature: {T:.0f} K, {T2:.0f} K")
print(f"kB T at first temperature: {kT:.5f} eV")
print(f"largest relative error, Laplace inversion: {inversion_error:.1e}")
print(f"integral of P over all rates: {norm:.10f}")
for ratio, summed, closed in superposition:
    print(f"t/tau = {ratio:g}: summed S = {summed:.8e}, closed S = {closed:.8e}")
for p in (0.1, 0.5, 0.9):
    k_p = 1 / (4 * tau * erfcinv(p)**2)
    print(f"rate with fraction {p:.1f} of traps below it: {k_p:.4e} 1/s"
          f", depth {kT * math.log(nu / k_p):.4f} eV")
print(f"mean lifetime: {mean_lifetime:.4e} s")
print(f"most probable rate, density in k: {1/(6*tau):.4e} 1/s")
print(f"peak of g(E): {E_peak:.4f} eV")
print(f"full width of g(E) at half maximum: {E_high - E_low:.4f} eV")
print(f"same width divided by kB T: {(E_high - E_low)/kT:.3f}")
print(f"weight with rates above nu: {erf(0.5/math.sqrt(nu*tau)):.3e}")
initial_rate = (math.sqrt(nu/(math.pi*tau)) * math.exp(-0.25/(nu*tau))
                - erfc(0.5/math.sqrt(nu*tau))/(2*tau))
print(f"initial mean rate with cutoff nu: {initial_rate:.4f} 1/s")
print(f"ten years: {ten_years:.5e} s")
print(f"retained after ten years, {T:.0f} K, from depths: {S_hot:.6f}")
print(f"retained after ten years, {T:.0f} K, closed: {S_hot_closed:.6f}")
print(f"mean rate of survivors then: {0.5/math.sqrt(ten_years*tau):.4e} 1/s")
print(f"r = T/T2: {r:.5f}")
print(f"tau' at second temperature: {tau2:.4e} s")
print(f"lost after ten years, {T2:.0f} K, from depths: {loss_cold:.5e}")
print(f"lost after ten years, {T2:.0f} K, early law: {loss_cold_law:.5e}")
print(f"early exponent: measured {early_exponent:.5f}, law {1/(2*r):.5f}")
print(f"late exponent: measured {late_exponent:.5f}, law {1/(1+r):.5f}")
print(f"late-law constant C: {C:.5f}")
print(f"late-law prefactor: {math.sqrt(2/(1+r)):.5f}")
print(f"S over late law at t/tau' = 1e3: {late_ratio[0]:.6f}")
print(f"S over late law at t/tau' = 1e6: {late_ratio[1]:.6f}")
print("all tests passed")
```

Output:

```
tau at first temperature: 1.000e+10 s
attempt rate nu: 1.000e+12 1/s
first and second temperature: 400 K, 300 K
kB T at first temperature: 0.03447 eV
largest relative error, Laplace inversion: 2.2e-16
integral of P over all rates: 1.0000000000
t/tau = 0.01: summed S = 9.04837418e-01, closed S = 9.04837418e-01
t/tau = 0.1: summed S = 7.28893414e-01, closed S = 7.28893414e-01
t/tau = 1: summed S = 3.67879441e-01, closed S = 3.67879441e-01
t/tau = 10: summed S = 4.23292196e-02, closed S = 4.23292196e-02
t/tau = 100: summed S = 4.53999298e-05, closed S = 4.53999298e-05
rate with fraction 0.1 of traps below it: 1.8481e-11 1/s, depth 1.8043 eV
rate with fraction 0.5 of traps below it: 1.0991e-10 1/s, depth 1.7429 eV
rate with fraction 0.9 of traps below it: 3.1664e-09 1/s, depth 1.6270 eV
mean lifetime: 2.0000e+10 s
most probable rate, density in k: 1.6667e-11 1/s
peak of g(E): 1.7700 eV
full width of g(E) at half maximum: 0.1238 eV
same width divided by kB T: 3.591
weight with rates above nu: 5.642e-12
initial mean rate with cutoff nu: 5.6419 1/s
ten years: 3.15576e+08 s
retained after ten years, 400 K, from depths: 0.837240
retained after ten years, 400 K, closed: 0.837240
mean rate of survivors then: 2.8146e-10 1/s
r = T/T2: 1.33333
tau' at second temperature: 2.1544e+17 s
lost after ten years, 300 K, from depths: 3.93817e-04
lost after ten years, 300 K, early law: 3.93818e-04
early exponent: measured 0.37507, law 0.37500
late exponent: measured 0.42847, law 0.42857
late-law constant C: 0.89650
late-law prefactor: 0.92582
S over late law at t/tau' = 1e3: 1.002091
S over late law at t/tau' = 1e6: 1.000114
all tests passed
```
